\section*{Telling magnetic from quadrupolar relaxation with two copper isotopes}

\section*{Problem}

Copper has two stable isotopes, $^{63}$Cu and $^{65}$Cu, both with nuclear spin $I=3/2$. Their gyromagnetic ratios $\gamma$ and quadrupole moments $Q$ differ slightly:
\[
\left(\frac{\gamma_{65}}{\gamma_{63}}\right)^2=1.15,\qquad
\left(\frac{Q_{65}}{Q_{63}}\right)^2=0.86 .
\]
Both isotopes are observed in one sample and in the same static field along $z$. Their surroundings fluctuate, and the magnetization returns to equilibrium at the spin-lattice rate $R=1/T_1$. The measured quantity is $r=R_{65}/R_{63}$.

Atomic units are used in the algebra, so $\hbar=e=1$. The nucleus has the Hamiltonian $-\omega I_z+H_1(t)$, with $\omega\propto\gamma$. The perturbation $H_1$ has zero mean, is isotropic on average, and has correlations that decay as $e^{-|t|/\tau}$. It contains one or both of these terms:
\begin{itemize}
\item a magnetic term $H_M=-\mathbf w\cdot\mathbf I$, where $\mathbf w=\gamma\mathbf b$ and $\mathbf b$ is the fluctuating field; the components of $\mathbf w$ are uncorrelated, each with mean square $w^2$;
\item a quadrupolar term from an axial field gradient whose axis $\mathbf n$ changes direction at random. Its strength $V$ is the second derivative along $\mathbf n$ of the electrostatic energy of a unit positive charge.
\end{itemize}
The coupling is weak: $w\tau\ll1$ and $|QV|\tau\ll1$. There is no static quadrupole splitting, and the temperature is high compared with the nuclear level spacing. The quantities $\mathbf b$, $V$ and $\tau$ are the same for both isotopes. This excludes, for example, an effect of nuclear mass on the motion.

\begin{enumerate}
\item[(a)] Find the relaxation produced by each term alone.
\item[(b)] For $\omega\tau\ll1$, what is $r$ for each mechanism, and what is it when both act independently?
\item[(c)] Evaluate the rates and $r$ for $1/\tau=10^{-4}$~eV, $\omega_{63}=5\times10^{-7}$~eV, $w_{63}=2\times10^{-9}$~eV, $V=2$~eV/\AA$^2$ and a rough $|Q_{63}|=2.2\times10^{-9}$~\AA$^2$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Start from the first-order amplitude for a transition between two Zeeman levels and average its square over the fluctuations.
\item The magnetic term changes $m$ by one unit. The quadrupolar term can change it by one or two.
\item Write rate equations for the four populations. For the quadrupolar term, use the differences $p_{3/2}-p_{-3/2}$ and $p_{1/2}-p_{-1/2}$, then their sum and difference.
\item Before taking the isotope ratio, list every factor in the rate that depends on the isotope, including the precession frequency.
\end{enumerate}

\section*{Solution}

\subsection*{Transition rates}

Let the nucleus start in level $a$. To first order, the amplitude in level $b$ is
\[
c_b(t)=-i\int_0^t H_{ba}(t')\,e^{i\omega_{ba}t'}\,dt' ,
\]
where $H_{ba}=\langle b|H_1|a\rangle$ and $\omega_{ba}$ is the energy difference. Squaring and averaging gives
\[
\overline{|c_b|^2}=\overline{|H_{ba}|^2}\int_0^t\!\!\int_0^t
e^{-|t'-t''|/\tau}e^{i\omega_{ba}(t'-t'')}\,dt'\,dt'' .
\]
For $t\gg\tau$, the integral over $s=t'-t''$ can be extended to infinity, and the remaining integral gives a factor $t$. The time $t$ must also be short compared with $T_1$, so that level $a$ is hardly depleted; weak coupling leaves room for both conditions. The transition rate is therefore
\begin{equation}
W_{ba}=\overline{|H_{ba}|^2}\int_{-\infty}^{\infty}e^{-|s|/\tau}\cos(\omega_{ba}s)\,ds
=\frac{2\tau\,\overline{|H_{ba}|^2}}{1+\omega_{ba}^2\tau^2}.
\label{eq:W}
\end{equation}

At high temperature the upward and downward rates are equal to leading order. Let $p_m$ be the deviation of the population of level $m$ from its equilibrium value, and let $M=\sum_m m\,p_m$. Isotropy of the fluctuations removes the average second-order coupling between populations and coherences, so the populations obey closed equations.

\subsection*{(a) Magnetic term}

With $I_\pm=I_x\pm iI_y$, the part of $H_M$ that raises $m$ is $-\tfrac12(w_x-iw_y)I_+$. Its mean squared matrix element is
\[
\overline{|H_{m+1,m}|^2}=\frac14(w^2+w^2)\left[\frac{15}{4}-m(m+1)\right]
=\frac{w^2}{2}\left[\frac{15}{4}-m(m+1)\right].
\]
The bracket equals $3,4,3$ for $m=\tfrac12,-\tfrac12,-\tfrac32$. By Eq.~\eqref{eq:W}, the three rates are $3k,4k,3k$, with $k=w^2\tau/(1+\omega^2\tau^2)$. Each downward step in $m$ lowers $M$ by one, so
\begin{align*}
\frac{dM}{dt}
&=-k\left[3(p_{3/2}-p_{1/2})+4(p_{1/2}-p_{-1/2})+3(p_{-1/2}-p_{-3/2})\right]\\
&=-k\left[3p_{3/2}+p_{1/2}-p_{-1/2}-3p_{-3/2}\right]=-2kM .
\end{align*}
The decay is a single exponential for any initial populations, with rate
\begin{equation}
R_M=\frac{2w^2\tau}{1+\omega^2\tau^2}.
\label{eq:RM}
\end{equation}

\subsection*{(a) Quadrupolar term}

First fix the prefactor. For a nuclear charge density $\rho$, measure $z'$ along $\mathbf n$. The traceless axial gradient has second derivatives $V,-V/2,-V/2$, so the energy is
\[
\frac V2\int\rho\left(z'^2-\frac{x'^2+y'^2}{2}\right)d^3r
=\frac V4\int\rho\,(3z'^2-r^2)\,d^3r=\frac{QV}{4}
\]
when the spin has its largest projection on $\mathbf n$, the state in which $Q$ is defined. The corresponding spin operator is proportional to $3I_n^2-15/4$, which equals $3$ in that state. Hence
\[
H_Q=\frac{QV}{12}\left(3I_n^2-\frac{15}{4}\right).
\]

Let $\theta,\phi$ be the polar angles of $\mathbf n$. Then
\[
I_n=\cos\theta\,I_z+\tfrac12\sin\theta\,(e^{-i\phi}I_++e^{i\phi}I_-).
\]
In $I_n^2$, the part that raises $m$ by one is $\tfrac12\sin\theta\cos\theta\,e^{-i\phi}(I_zI_++I_+I_z)$, and the part that raises it by two is $\tfrac14\sin^2\theta\,e^{-2i\phi}I_+^2$.

The matrix element of $I_zI_++I_+I_z$ from $m$ to $m+1$ is $(2m+1)\langle m+1|I_+|m\rangle$. It equals $2\sqrt3$, $0$ and $-2\sqrt3$ for $m=\tfrac12,-\tfrac12,-\tfrac32$. There is thus no direct transition between $-\tfrac12$ and $\tfrac12$. Both allowed two-unit steps have $\langle m+2|I_+^2|m\rangle=2\sqrt3$. The magnitudes of the elements of $H_Q$ are
\[
|H^{(1)}|=\frac{\sqrt3}{4}|QV|\,|\sin\theta\cos\theta|,\qquad
|H^{(2)}|=\frac{\sqrt3}{8}|QV|\sin^2\theta .
\]
Over all directions, $\overline{\cos^2\theta}=1/3$ and $\overline{\cos^4\theta}=1/5$. Therefore $\overline{\sin^2\theta\cos^2\theta}=1/3-1/5=2/15$ and $\overline{\sin^4\theta}=1-2/3+1/5=8/15$. The two mean squares coincide:
\[
\overline{|H^{(1)}|^2}=\frac{3}{16}\cdot\frac{2}{15}(QV)^2=\frac{(QV)^2}{40},\qquad
\overline{|H^{(2)}|^2}=\frac{3}{64}\cdot\frac{8}{15}(QV)^2=\frac{(QV)^2}{40}.
\]
For a step of $q=1$ or $2$ units the energy difference is $q\omega$ in magnitude, so
\[
W_q=\frac{(QV)^2\tau}{20(1+q^2\omega^2\tau^2)} .
\]

Now set $A=p_{3/2}-p_{-3/2}$ and $B=p_{1/2}-p_{-1/2}$. The first pair of populations obeys
\begin{align*}
\dot p_{3/2}&=-W_1(p_{3/2}-p_{1/2})-W_2(p_{3/2}-p_{-1/2}),\\
\dot p_{-3/2}&=-W_1(p_{-3/2}-p_{-1/2})-W_2(p_{-3/2}-p_{1/2}).
\end{align*}
Subtracting these, and treating the other pair in the same way, gives
\begin{align*}
\dot A&=-(W_1+W_2)A+(W_1-W_2)B,\\
\dot B&=-(W_1+W_2)B+(W_1-W_2)A .
\end{align*}
The sum and difference of these equations separate:
\[
\frac{d}{dt}(A+B)=-2W_2(A+B),\qquad
\frac{d}{dt}(A-B)=-2W_1(A-B).
\]
The magnetization is $M=\tfrac12(3A+B)=(A+B)+\tfrac12(A-B)$. If the initial deviations are proportional to $m$, as after a uniform inversion of the magnetization, then $A:B=3:1$. The two parts of $M$ are then in the ratio $4:1$, and
\begin{equation}
\frac{M(t)}{M(0)}=\frac45e^{-R_2t}+\frac15e^{-R_1t},\qquad
R_q=2W_q=\frac{(QV)^2\tau}{10(1+q^2\omega^2\tau^2)} .
\label{eq:RQ}
\end{equation}
When $\omega\tau\ll1$, the two rates merge into
\begin{equation}
R_Q=\frac{(QV)^2\tau}{10}.
\label{eq:RQfast}
\end{equation}

\subsection*{(b) The isotope ratios}

For fast fluctuations, Eq.~\eqref{eq:RM} becomes $R_M=2w^2\tau$. The isotope enters through $w^2\propto\gamma^2$ alone, whereas in Eq.~\eqref{eq:RQfast} it enters through $Q^2$ alone. The equal spins make all numerical factors common. Thus
\[
r=1.15\quad\text{(magnetic)},\qquad r=0.86\quad\text{(quadrupolar)}.
\]
The two results lie on opposite sides of one. The isotope with the larger magnetic moment relaxes faster by the magnetic mechanism, and the one with the larger quadrupole moment relaxes faster by the quadrupolar mechanism.

If the two fluctuations are independent, the average of their cross product is the product of their zero means. The transition rates therefore add. In the fast limit $W_1=W_2$, so $A$ and $B$ both decay at $R_Q$ under the quadrupolar term, while the magnetic term contributes $-R_MM$ to $dM/dt$ for any populations. The total rate is $R=R_M+R_Q$. With $f=R_{M,63}/R_{63}$, the magnetic share of the $^{63}$Cu rate,
\begin{equation}
r=\frac{1.15\,R_{M,63}+0.86\,R_{Q,63}}{R_{63}}=1.15f+0.86(1-f).
\label{eq:mix}
\end{equation}

\subsection*{(c) Numbers}

Here $\omega_{63}\tau=0.005$, so the fluctuations are fast. The quadrupolar coupling is
\[
|Q_{63}|V=(2.2\times10^{-9})(2)=4.4\times10^{-9}\ \text{eV}.
\]
Both couplings are far below $1/\tau$. Expressed as energies, the $^{63}$Cu rates are
\begin{align*}
R_{M,63}&=\frac{2(2\times10^{-9})^2}{10^{-4}}=8.00\times10^{-14}\ \text{eV},\\
R_{Q,63}&=\frac{(4.4\times10^{-9})^2}{10\times10^{-4}}=1.94\times10^{-14}\ \text{eV}.
\end{align*}
Multiplication by $1.15$ and $0.86$ gives $9.20\times10^{-14}$~eV and $1.66\times10^{-14}$~eV for $^{65}$Cu. The sums, divided by $\hbar$ for the conversion, are
\begin{align*}
R_{63}&=9.94\times10^{-14}\ \text{eV}=151\ \text{s}^{-1},\\
R_{65}&=1.09\times10^{-13}\ \text{eV}=165\ \text{s}^{-1}.
\end{align*}
Their ratio is $r=1.09$, and the magnetic share is $f=0.81$. The ratio is well below the magnetic value although the magnetic term supplies about four fifths of the $^{63}$Cu rate. A ratio above one shows that magnetic relaxation is present, not that it acts alone.

The numerical output below includes a test that does not use transition rates. The spin's density matrix is followed while the surroundings jump at random among fixed fields and gradient axes. Both couplings are enlarged 500 times, which keeps them weak. The resulting ratios are $1.150$ for the magnetic term, $0.860$ for the quadrupolar term and $1.0935$ for both together, the same to these digits as Eq.~\eqref{eq:mix} gives.

\section*{Variation 1: equal rates}

\textit{The two isotopes relax equally fast, $r=1$, with an uncertainty of $0.01$ in $r$. The fluctuations are known to be fast. What share of the $^{63}$Cu rate is magnetic?}

Solving Eq.~\eqref{eq:mix} for $f$ gives
\[
f=\frac{r-0.86}{1.15-0.86}=\frac{0.14}{0.29}=0.48,\qquad
\delta f=\frac{\delta r}{0.29}=\frac{0.01}{0.29}=0.03 .
\]
The two mechanisms contribute almost equally. Equal rates do not mean that the relaxation is insensitive to the isotope: the gain in one channel cancels the loss in the other.

The uncertainty is absolute, and it is about three times $\delta r$ because the two pure ratios are only $0.29$ apart. The rounding of those ratios to two decimals adds to it: that alone allows $f$ from $0.47$ to $0.50$. A measured $r$ outside the interval from $0.86$ to $1.15$ by more than its error would give $f<0$ or $f>1$, and at least one assumption would have to be wrong.

\section*{Variation 2: slow fluctuations}

\textit{How do the pure ratios change when $\omega\tau\gg1$ for both isotopes, still in the same static field?}

The one in the denominators of Eqs.~\eqref{eq:RM} and \eqref{eq:RQ} can now be neglected:
\[
R_M\simeq\frac{2w^2}{\omega^2\tau},\qquad
R_q\simeq\frac{(QV)^2}{10\,q^2\omega^2\tau}.
\]
The precession frequency brings in a further factor $1/\gamma^2$. In the magnetic rate it cancels the factor from $w^2$, so $r\to1$. Both quadrupolar rates are multiplied by
\[
\frac{0.86}{1.15}=0.748
\]
on going from $^{63}$Cu to $^{65}$Cu. The third digit is not fixed by the data: rounding of the two given ratios allows values from $0.740$ to $0.755$. The quadrupolar recovery is no longer a single exponential, since $R_1\simeq4R_2$, but the ratio still has a clear meaning: the whole curve is stretched in time, $M_{65}(t)=M_{63}(0.748\,t)$ for equal starting values.

The density-matrix calculation at $\omega_{63}\tau=10$ gives a magnetic ratio of $1.001$. It also reproduces the two-exponential curve and its stretching to within $0.002$ of the initial magnetization.

Purely magnetic relaxation by slow fluctuations would thus be misread through Eq.~\eqref{eq:mix} as a nearly even mixture. A second measurement in a different static field exposes the error, provided that $w$, $V$ and $\tau$ do not themselves depend on the field. Fast fluctuations then give rates independent of $\omega$, while slow ones with a single correlation time give rates proportional to $1/\omega^2$. A spread of correlation times changes the power: a distribution uniform in $\ln\tau$ over a wide range around $1/\omega$ gives rates proportional to $1/\omega$ and a magnetic ratio of $1.07$. For a comparison in the same static field, the values $1.15$ and $0.86$ identify the mechanism for fast fluctuations only. If the field is instead adjusted so that both isotopes are observed at the same $\omega$, the denominators in Eqs.~\eqref{eq:RM} and \eqref{eq:RQ} are common to both, and the pure ratios are $1.15$ and $0.86$ for any $\omega\tau$.

\section*{Computed results}
\begin{verbatim}
given squared gamma ratio 65/63 = 1.15
given squared Q ratio 65/63 = 0.86
gamma ratio 65/63 = 1.0724
Q ratio 65/63 = 0.9274
Gamma = 1.0e-04 eV
Zeeman energy 63Cu = 5.0e-07 eV
omega*tau, 63Cu = 0.0050
magnetic coupling w, 63Cu = 2.00e-09 eV
rough |Q|, 63Cu = 2.2e-09 angstrom^2
gradient V = 2.0 eV/angstrom^2
quadrupolar coupling |Q|V, 63Cu = 4.40e-09 eV
magnetic rate, 63Cu = 8.0000e-14 eV
quadrupolar rate, 63Cu = 1.9360e-14 eV
magnetic rate, 65Cu = 9.2000e-14 eV
quadrupolar rate, 65Cu = 1.6650e-14 eV
total rate, 63Cu = 9.9360e-14 eV = 151.0 s^-1
total rate, 65Cu = 1.0865e-13 eV = 165.1 s^-1
total rate ratio 65/63 = 1.0935
magnetic share of 63Cu rate = 0.8052
magnetic share if ratio is 1 = 0.483
share error for ratio error 0.01 = 0.034
simulation: common enlargement of couplings = 500
simulated ratio, magnetic only = 1.1500
simulated ratio, quadrupolar only = 0.8600
simulated ratio, both = 1.0935
magnetic share recovered from simulation = 0.8053
slow test: omega*tau, 63Cu = 10.0
slow simulated magnetic ratio = 1.0013
slow-limit quadrupolar ratio = 0.7478
\end{verbatim}
